\section*{Four ways to compute a six-mode vibrational density of states}

\section{Problem}

A molecule is modelled by six independent harmonic modes with quanta
\[
h_i = 71,\;113,\;149,\;187,\;223,\;367\ \text{meV}.
\]
The energy $E$ is measured from the zero-point level. Rotation, anharmonicity and dissociation are left out. Find the vibrational density of states $\rho(E)$ between 0.2 and 5 eV by direct count, and judge against it the classical, the Whitten--Rabinovitch and the steepest-descent densities.

Four combinations of the quanta recur:
\begin{align*}
P&=\prod_i h_i=1.8295\times10^{-5}\ \text{eV}^6, & E_z&=\tfrac12\sum_i h_i=0.555\ \text{eV},\\
S_2&=\sum_i h_i^2=0.2594\ \text{eV}^2, & S_4&=\sum_i h_i^4=0.02252\ \text{eV}^4 .
\end{align*}

\section{A tempting solution}

For one classical oscillator of frequency $\omega$ and mass $m$, two Gaussian integrals give the partition function at inverse temperature $\beta$:
\[
\int\frac{dq\,dp}{2\pi\hbar}\,e^{-\beta(p^2/2m+m\omega^2q^2/2)}
=\frac{1}{2\pi\hbar}\sqrt{\frac{2\pi m}{\beta}}\sqrt{\frac{2\pi}{\beta m\omega^2}}
=\frac{1}{\beta\hbar\omega}.
\]
With $h_i=\hbar\omega_i$, six modes have $Q_{\rm cl}=1/(\beta^6P)$. The partition function is the Laplace transform of the density, and $\int_0^\infty E^5e^{-\beta E}dE=5!/\beta^6$. Hence
\begin{equation}
\rho_{\rm cl}(E)=\frac{E^5}{5!\,P}.
\label{cl}
\end{equation}

The argument then continues: ``At 0.2 eV this must fail, because the energy is comparable with one quantum. At 5 eV the energy is nearly fourteen times the largest quantum, and each mode holds 0.83 eV on average. Every mode is classical, so (\ref{cl}) should be good to a few percent.'' The result at 5 eV is $1.42\times10^6$ states per eV.

\section{The direct count}

The exact partition function is a product of geometric series,
\begin{equation}
Q(\beta)=\prod_i\sum_{n=0}^{\infty}e^{-n\beta h_i}=\prod_i\frac{1}{1-e^{-\beta h_i}} .
\label{Q}
\end{equation}
The levels can be counted one mode at a time. Let $g(E)$ be the number of levels at energy $E$ on a 1 meV grid. When mode $i$ is added, a level either has no quantum in that mode, or becomes another allowed level when one quantum is removed. Therefore
\[
g_{\rm new}(E)=g_{\rm old}(E)+g_{\rm new}(E-h_i),
\]
starting from $g(0)=1$ and working upwards in $E$. This is the Beyer--Swinehart count. It involves no approximation here, because the quanta are whole numbers of meV.

The exact density is a set of delta functions, so a comparison needs a window. I use a triangle of half-width $D=0.1$ eV,
\[
\rho_D(E)=\frac1D\sum_{|E_n-E|<D}\left(1-\frac{|E_n-E|}{D}\right),
\]
and average every approximate density with the same weight. At 5 eV the count gives $2.39\times10^6$ per eV. The classical value is 40\% below it.

\section{Where the argument fails}

With $x=\beta h_i$, one factor of (\ref{Q}) is
\[
\frac{1}{1-e^{-x}}=\frac{e^{x/2}}{2\sinh(x/2)} .
\]
For small $y$, $\sinh y/y=1+y^2/6+y^4/120+\dots$, whose logarithm is $y^2/6+(1/120-1/72)y^4+\dots=y^2/6-y^4/180+\dots$. Setting $y=x/2$ gives
\[
\frac{1}{1-e^{-x}}=\frac1x\exp\left(\frac x2-\frac{x^2}{24}+\frac{x^4}{2880}-\dots\right).
\]
The first correction is linear in $x$. In the product over modes these linear terms all have the same sign and add up to $\beta E_z$:
\begin{equation}
Q(\beta)=\frac{e^{\beta E_z}}{\beta^6P}\left[1-\frac{S_2}{24}\beta^2+\left(\frac{S_2^2}{1152}+\frac{S_4}{2880}\right)\beta^4-\dots\right].
\label{Qexp}
\end{equation}

The density is the inverse transform
\begin{equation}
\rho(E)=\frac{1}{2\pi i}\int_{c-i\infty}^{c+i\infty}Q(\beta)\,e^{\beta E}\,d\beta ,\qquad c>0 .
\label{inv}
\end{equation}
Its smooth part comes from the pole of $Q$ at $\beta=0$. The exponentials combine to $e^{\beta E'}$ with $E'=E+E_z$, and the residue of $e^{\beta E'}/\beta^k$ is $E'^{\,k-1}/(k-1)!$. The terms in (\ref{Qexp}) beyond $\beta^4$ cancel the pole and contribute nothing, so
\begin{equation}
\rho_s(E)=\frac1P\left[\frac{E'^5}{5!}-\frac{S_2}{24}\frac{E'^3}{3!}+\left(\frac{S_2^2}{1152}+\frac{S_4}{2880}\right)E'\right].
\label{smooth}
\end{equation}

The first term alone is the Marcus--Rice density. It exceeds the classical one by the factor
\[
\left(1+\frac{E_z}{E}\right)^5=(1.111)^5=1.69\qquad\text{at 5 eV},
\]
which accounts for the missing 40\%. The fault was to require only that $E$ be large compared with each quantum. The condition for (\ref{cl}) is $E\gg5E_z$, because the relative error starts as $5E_z/E$. The classical density would reach 90\% of $\rho_s$ only at 26 eV, where a harmonic molecule has no meaning.

Adding the whole zero-point energy is too much at low energy: the Marcus--Rice density is 53\% above the count at 0.2 eV, and 0.7\% above it at 5 eV. The two remaining methods are much closer at low energy; at 5 eV steepest descent needs its next-order correction to do better than Marcus--Rice.

\section{Whitten--Rabinovitch}

Keep the classical form for the number of states up to $E$, but add only a fraction $a$ of the zero-point energy:
\[
N(E)=\frac{(E+aE_z)^6}{6!\,P},\qquad a=1-b\,w(\epsilon),\qquad \epsilon=\frac{E}{E_z}.
\]
The high-energy expansion shows where $b$ comes from. Write $E+aE_z=E'-(1-a)E_z$ and expand to first order in $1-a$. Integrating the first two terms of (\ref{smooth}) gives the smooth count to the same order:
\begin{align*}
PN&\simeq\frac{E'^6}{6!}-(1-a)E_z\frac{E'^5}{5!}, &
PN_s&\simeq\frac{E'^6}{6!}-\frac{S_2}{24}\frac{E'^4}{4!}.
\end{align*}
Equating them yields $1-a=5S_2/(24E_zE')$. Insert $S_2=6\langle h^2\rangle$, $E_z=3\langle h\rangle$ and $E'=E_z(1+\epsilon)$:
\[
1-a=\frac{30\,\langle h^2\rangle}{24\cdot9\,\langle h\rangle^2(1+\epsilon)}
=\frac{b}{6(1+\epsilon)},\qquad
b=\frac56\frac{\langle h^2\rangle}{\langle h\rangle^2}=1.053 .
\]
So $b$ carries the spread of the frequencies, and the $w$ that reproduces the smooth count tends to $1/[6(1+\epsilon)]$ at high energy. The method itself uses an empirical fit, which is not derived here. It is applied at all energies below, although its upper branch does not have this limit as $\epsilon\to\infty$:
\[
w=\begin{cases}
(5.00\,\epsilon+2.73\,\epsilon^{1/2}+3.51)^{-1}, & 0.1<\epsilon<1,\\
10^{-1.0506\,\epsilon^{1/4}}, & \epsilon\ge1.
\end{cases}
\]
Since $E_z\,da/dE=-b\,w'(\epsilon)$, differentiating $N$ gives
\begin{equation}
\rho_{\rm WR}(E)=\frac{(E+aE_z)^5}{5!\,P}\,[1-b\,w'(\epsilon)] .
\label{wr}
\end{equation}

At 1 eV, $\epsilon=1.802$, $w=0.0606$ and $w'=-0.0236$. Then $a=0.9362$, $E+aE_z=1.5196$ eV, and
\[
\rho_{\rm WR}=\frac{(1.5196)^5}{120\times1.8295\times10^{-5}}\times1.0248=3.78\times10^3\ \text{eV}^{-1}.
\]
The classical value at the same point is 455 eV$^{-1}$.

The fit can be compared with the $w$ that would make $N$ equal to the smooth count of this molecule. At 0.2, 1 and 5 eV the fit gives 0.144, 0.061 and 0.015; the required values are 0.140, 0.061 and 0.017. The mismatch at 5 eV hardly matters, because it changes the density by about $5b\,\Delta w\,E_z/E'\approx0.1\%$.

\section{Steepest descent}

Write the integrand of (\ref{inv}) as $e^{\phi(\beta)}$ with $\phi=\ln Q+\beta E$, and let $n_i=1/(e^{\beta h_i}-1)$. Since $dn_i/d\beta=-h_in_i(n_i+1)$, successive differentiation gives
\begin{align*}
\phi_1&=E-\sum_ih_in_i, & \phi_2&=\sum_ih_i^2n_i(n_i+1),\\
\phi_3&=-\sum_ih_i^3n_i(n_i+1)(2n_i+1), & \phi_4&=\sum_ih_i^4n_i(n_i+1)(6n_i^2+6n_i+1).
\end{align*}
The saddle $\beta_*$ is where $\phi_1=0$. There the mean thermal energy equals $E$. Because $\sum_ih_in_i$ falls steadily from infinity to zero as $\beta$ grows, there is one positive solution.

Take the contour through it, $\beta=\beta_*+iy$. Then $d\beta=i\,dy$ cancels the $i$ in the prefactor, and
\[
\phi(\beta_*+iy)=\phi(\beta_*)-\frac{\phi_2}{2}y^2-\frac{i\phi_3}{6}y^3+\frac{\phi_4}{24}y^4+\dots
\]
Since $\phi_2>0$, the integrand has a peak at $y=0$. Keeping the quadratic term alone gives
\begin{equation}
\rho_{\rm SD}(E)=\frac{1}{2\pi}\,e^{\phi(\beta_*)}\sqrt{\frac{2\pi}{\phi_2}}
=\frac{Q(\beta_*)\,e^{\beta_*E}}{\sqrt{2\pi\phi_2}} .
\label{sd}
\end{equation}
For the next order, expand the exponential of the cubic and quartic terms. The cubic term is odd and averages to zero; its square contributes $\tfrac12(-i\phi_3/6)^2y^6=-\phi_3^2y^6/72$. With the Gaussian averages $\langle y^4\rangle=3/\phi_2^2$ and $\langle y^6\rangle=15/\phi_2^3$, the density is multiplied by
\begin{equation}
C=1+\frac{\phi_4}{8\phi_2^2}-\frac{5\phi_3^2}{24\phi_2^3}.
\label{C}
\end{equation}

At 1 eV, $\beta_*=4.085$ eV$^{-1}$, $\ln Q=4.554$ and $\phi_2=0.3394$ eV$^2$, so
\[
\rho_{\rm SD}=\frac{e^{4.554+4.085}}{\sqrt{2\pi\times0.3394}}=3.87\times10^3\ \text{eV}^{-1}.
\]
With $\phi_3=-0.1754$ eV$^3$ and $\phi_4=0.1294$ eV$^4$, $C=1+0.1404-0.1639=0.9765$. The corrected value is $3.78\times10^3$ eV$^{-1}$, as is $\rho_s$.

The uncorrected result does not become exact at high energy. There $Q\to1/(\beta^6P)$, so $\beta_*=6/E$ and $\phi_2=6/\beta_*^2=E^2/6$. Equation (\ref{sd}) becomes
\[
\rho_{\rm SD}\to\frac1P\left(\frac E6\right)^6e^6\,\frac{\sqrt6}{E\sqrt{2\pi}}
=\frac{E^5}{P}\,\frac{e^6}{6^{5.5}\sqrt{2\pi}} .
\]
Its ratio to the correct limit $E^5/(5!P)$ is $5!\,e^6/(6^{5.5}\sqrt{2\pi})=1.014$. Multiplying numerator and denominator by 6 turns this into $6!/(\sqrt{2\pi\cdot6}\,6^6e^{-6})$, the ratio of $6!$ to its Stirling approximation $n!\approx\sqrt{2\pi n}\,n^ne^{-n}$. It depends on the number of modes, not on the energy. In the same limit $\phi_3=-12/\beta_*^3$ and $\phi_4=36/\beta_*^4$, so $C=1+\tfrac18-\tfrac{5}{36}=\tfrac{71}{72}$, which removes nearly all of it.

\section{Comparison}

The table gives the direct density and the error of each method relative to it, all averaged over the triangular window. SD$'$ includes the factor $C$.

\begin{center}
\begin{tabular}{rrrrrr}
$E$ (eV) & direct (eV$^{-1}$) & class. & WR & SD & SD$'$\\
\hline
0.2 & 75.4 & $-99.7\%$ & $-1.0\%$ & $+7.4\%$ & $-0.3\%$\\
0.5 & 490 & $-96.9\%$ & $+0.4\%$ & $+4.4\%$ & $+0.5\%$\\
1 & $3.82\times10^3$ & $-87.9\%$ & $-0.2\%$ & $+2.0\%$ & $-0.4\%$\\
2 & $4.81\times10^4$ & $-69.6\%$ & $0.0\%$ & $+1.6\%$ & $-0.1\%$\\
3 & $2.54\times10^5$ & $-56.4\%$ & $+0.1\%$ & $+1.6\%$ & $0.0\%$\\
4 & $8.84\times10^5$ & $-47.2\%$ & $+0.1\%$ & $+1.5\%$ & $0.0\%$\\
5 & $2.39\times10^6$ & $-40.5\%$ & $+0.1\%$ & $+1.5\%$ & $0.0\%$
\end{tabular}
\end{center}

Per unit of wavenumber, the direct density is 0.47 per cm$^{-1}$ at 1 eV and 297 per cm$^{-1}$ at 5 eV.

These errors mix the bias of a method with the discreteness of the levels. Relative to $\rho_s$, which has no discreteness, WR is within 0.5\% at all seven energies. SD falls from $+8.0\%$ to $+1.5\%$, and SD$'$ stays within 0.3\%.

The close agreement at 0.2 eV should not be over-read. The window there contains 17 levels. With half the width it contains 6, and the count is then 75.6 against a smooth value of 72.8 eV$^{-1}$. A smooth density describes an average over levels, not their positions.

Discreteness still matters near 1 eV if the window has sharp edges; its relative effect fades as the energy rises towards 5 eV. The other poles of $Q$, at $\beta=2\pi ik/h_j$ with integer $k\neq0$, add oscillating terms to $\rho_s$. Where poles of several modes nearly coincide, the residues can be large, because the factors of the other modes in (\ref{Q}) are then close to their own poles. The terms partly cancel, but what remains can still be much larger than the term of an isolated pole, and the levels bunch. Here the quanta lie within 3 meV of 2, 3, 4, 5, 6 and 10 times 37 meV. A Fourier scan of the count near 1 eV, over periods from 25 to 60 meV in steps of 1 meV, peaks at 38 meV with relative Fourier amplitude 0.29, but a window this short resolves the period only to a few meV. A scan of the relative deviation from $\rho_s$ in steps of 0.1 meV puts the peak at $\tau=37.2$ meV with the same amplitude. The six nearly coinciding poles ($k=2,3,4,5,6,10$, periods from 35.5 to 37.7 meV) add up near 1 eV to an oscillation of this period and size. A density proportional to $1+A\cos(2\pi E/\tau)$ has relative Fourier amplitude $A/2$, so near 1 eV the density swings by about $\pm2\times0.29=\pm58\%$.

A sharp window of full width $L$ multiplies such an oscillation by
\[
\frac1L\int_{-L/2}^{L/2}\cos\frac{2\pi u}{\tau}\,du=\frac{\sin x}{x},\qquad x=\frac{\pi L}{\tau}.
\]
For $L=100$ meV and $\tau=37.2$ meV this is 0.10, which near 1 eV leaves an oscillation of amplitude about 6\%; how much of it appears at a given energy depends on where the window sits relative to the bunches. The largest deviation of $\rho_s$ from the count, relative to the count, at the five energies from 1 to 5 eV is 5.8\% with this window, which is of that size. It drops to 1.0\% for $L=114$ meV, slightly more than three periods, where the factor has fallen to about 0.02; it vanishes at three periods, $L\approx112$ meV. A triangle of half-width $L$ is two such boxes applied in succession, so its factor is $(\sin x/x)^2\approx0.01$; the largest deviation is then 0.4\%. These figures refer to the five energies only. Within 50 meV of 1 eV the deviation reaches 7.1\% for $L=100$ meV, 2.7\% for $L=114$ meV, 2.0\% for $L=112$ meV and 0.8\% for the triangle. The numerical check tests both improvements, as well as the count itself against an explicit enumeration of levels.

\section{What the error does to a rate}

The RRKM rate constant, for one reaction path and without rotation, is
\[
k(E)=\frac{N^\ddagger(E-E_0)}{2\pi\hbar\,\rho(E)},
\]
where $N^\ddagger$ is the number of transition-state levels up to the energy above the threshold $E_0$. If $N^\ddagger$ is counted correctly and $\rho$ is taken from (\ref{cl}), $k$ is too large by the ratio of the true to the classical density: $3819/463=8.2$ at 1 eV and still 1.7 at 5 eV. With (\ref{wr}), or with (\ref{sd}) and (\ref{C}), the error from this source is at most about 1\% at the energies in the table, for densities averaged over the triangular window of half-width 0.1 eV. Between the tabulated energies the discreteness of the levels can make it larger: with the same window it reaches about 4\% at 0.22 eV. With a narrower window it is larger still at low energy. That figure refers to the harmonic model; near 5 eV the neglected anharmonicity of a real molecule may well matter more than the choice between these methods.

\section*{Computed values}
\begin{verbatim}
quanta (meV): 71 113 149 187 223 367
zero-point energy Ez = 0.5550 eV
product of quanta P = 1.82951e-05 eV^6
S2 = 0.259398 eV^2, S4 = 0.022518 eV^4
WR parameter b = 1.0527
triangular window half-width = 0.10 eV
number of levels up to 5 eV = 2208588
Window-mean densities (1/eV)
E(eV) direct classical WR SD SD-corrected smooth
0.2 75.4 0.20953 74.656 80.972 75.189 75.007
0.5 489.5 15.191 491.41 510.82 492.1 491.93
1.0 3818.7 463.1 3810 3895.4 3804.1 3804.5
2.0 48134 14637 48143 48926 48081 48087
3.0 2.5447e+05 1.1089e+05 2.5484e+05 2.5857e+05 2.5453e+05 2.5456e+05
4.0 8.844e+05 4.6691e+05 8.8547e+05 8.9788e+05 8.8447e+05 8.8458e+05
5.0 2.3937e+06 1.4244e+06 2.396e+06 2.429e+06 2.3935e+06 2.3938e+06
Error against direct count (%)
E(eV) classical Marcus-Rice WR SD SD-corrected smooth
0.2 -99.72 +52.55 -0.99 +7.39 -0.28 -0.52
0.5 -96.90 +23.44 +0.39 +4.36 +0.53 +0.50
1.0 -87.87 +9.20 -0.23 +2.01 -0.38 -0.37
2.0 -69.59 +3.30 +0.02 +1.64 -0.11 -0.10
3.0 -56.42 +1.77 +0.14 +1.61 +0.02 +0.04
4.0 -47.21 +1.07 +0.12 +1.52 +0.01 +0.02
5.0 -40.50 +0.71 +0.09 +1.47 -0.01 +0.00
Error against smooth part (%)
E(eV) classical Marcus-Rice WR SD SD-corrected
0.2 -99.72 +53.35 -0.47 +7.95 +0.24
0.5 -96.91 +22.83 -0.11 +3.84 +0.03
1.0 -87.83 +9.60 +0.14 +2.39 -0.01
2.0 -69.56 +3.40 +0.12 +1.74 -0.01
3.0 -56.44 +1.73 +0.11 +1.57 -0.01
4.0 -47.22 +1.05 +0.10 +1.50 -0.01
5.0 -40.50 +0.70 +0.09 +1.47 -0.01
Point values at E = 1 eV (no window)
eps = 1.8018, w = 0.06064, dw/deps = -0.02358
a = 0.93616, slope factor = 1.02483
classical 455.49, WR 3782.13 1/eV
saddle beta = 4.08516 1/eV, ln Q = 4.55372
phi2 = 0.339366 eV^2, phi3 = -0.175357 eV^3
phi4 = 0.129376 eV^4, correction factor = 0.97651
SD 3867.15, corrected 3776.32, smooth 3776.69 1/eV
WR function w: E(eV) fit required 1/(6(1+eps))
0.2 0.1439 0.1397 0.1225
1.0 0.0606 0.0611 0.0595
5.0 0.0151 0.0167 0.0167
At 0.2 eV: half-width(eV) levels direct(1/eV) smooth(1/eV)
0.05 6 75.6 72.8
0.10 17 75.4 75.0
0.20 36 83.8 83.9
bunch spacing 38 meV, largest offset of a quantum 13 meV
Fourier modulation of the count near 1 eV = 0.292
Worst smooth/count error, 1-5 eV: box 100 meV 5.82%,
  box 114 meV 0.96%, triangle 0.37%
Stirling limit of SD/exact = 1.01397
classical reaches 90% of smooth at E = 26.0 eV
direct density at 1 eV = 0.4735 per cm^-1
direct density at 5 eV = 296.8 per cm^-1
\end{verbatim}
